# Why diffuse basis sets turn N2- into a free electron

## Question

I need the energy of the \(\Pi_g\) resonance of N\(_2^-\) for a model of electron collisions in a nitrogen processing plasma. At a fixed bond length of 1.10 Å, I subtract the Hartree–Fock energy of N\(_2\) from that of N\(_2^-\). The difference is 3.75 eV in cc-pVDZ and 2.77 eV in aug-cc-pVDZ. The measured resonance lies at roughly 2.3 eV, so the calculation seems to be converging from above. Should I add diffuse functions until the energy stops falling?

## Answer

No. If the added functions may extend without limit, the energy stops falling at zero, where you have neutral N\(_2\) and an electron at rest far away. The resonance is a different object, and the lowest root does not converge to it.

I use atomic units in the algebra and keep the nuclei fixed. \(\Delta E\) is the anion energy minus the neutral energy in the same basis.

### The limit of the variational energy

Let \(E_N\) be the exact ground-state energy of the neutral molecule, and assume that N\(_2^-\) has no bound state at this geometry. The spectrum of the Hamiltonian with one more electron then starts at \(E_N\), the threshold for a free electron. A variational anion energy therefore cannot lie below \(E_N\). It remains to show that it can come as close to \(E_N\) as we like.

Take the neutral state, add an electron in the orbital

\[
\phi=N\,\frac{u(r)}{r}\,Y_{lm},\qquad u=r^{l+1}e^{-ar^2},
\]

and antisymmetrize. Differentiating twice gives

\[
u''=\left[\left(\frac{l+1}{r}-2ar\right)^2-\frac{l+1}{r^2}-2a\right]u
=\left[\frac{l(l+1)}{r^2}-2a(2l+3)+4a^2r^2\right]u .
\]

In the kinetic operator the centrifugal terms cancel:

\[
-\frac12u''+\frac{l(l+1)}{2r^2}u=\left[(2l+3)a-2a^2r^2\right]u .
\]

Integration by parts gives \(\int r^{n+2}e^{-2ar^2}dr=\frac{n+1}{4a}\int r^ne^{-2ar^2}dr\). With \(n=2l+2\),

\[
\langle r^2\rangle=\frac{2l+3}{4a},\qquad
T=(2l+3)a-2a^2\,\frac{2l+3}{4a}=\frac{(2l+3)a}{2}.
\]

A \(\pi_g\) electron far from N\(_2\) is mainly a d wave, \(l=2\), so \(T=7a/2\). The kinetic energy vanishes as \(a\to0\).

The interaction must vanish too. The longest-ranged static term comes from the quadrupole \(\Theta=\frac12\int\rho\,(3z^2-r^2)\,d^3r\), where \(\rho\) is the total charge density. An electron has energy \(-\Theta P_2(\cos\theta)/r^3\) in this field. For \(|m|=1\) the angular density is proportional to \(\cos^2\theta\sin^2\theta\), so

\[
\langle\cos^2\theta\rangle=\frac{1/5-1/7}{1/3-1/5}=\frac37,\qquad
\langle P_2\rangle=\frac12\left(\frac97-1\right)=\frac17 .
\]

The radial average is

\[
\langle r^{-3}\rangle=
\frac{\int_0^\infty r^3e^{-2ar^2}dr}{\int_0^\infty r^6e^{-2ar^2}dr}
=\frac{8(2a)^{3/2}}{15\sqrt\pi},
\]

and hence

\[
V_\Theta=-\frac{\Theta}{7}\,\frac{8(2a)^{3/2}}{15\sqrt\pi}.
\]

This vanishes faster than \(T\). Exchange, overlap and penetration require the electron to be inside the molecule, where \(|\phi|^2\propto a^{7/2}r^4\), so they vanish faster still. The trial energy therefore tends to \(E_N\). Together with the lower bound, this fixes the limit.

For \(a=0.001\) bohr\(^{-2}\), the kinetic energy is 0.0952 eV. With the Hartree–Fock value \(\Theta=-0.900\) in the largest ladder basis (\(-0.888\) without the added shells and \(-0.920\) in aug-cc-pVTZ, so it is converged only to about 0.02), the formula gives an interaction of \(9.42\times10^{-5}\) eV. The full Fock matrix gives \(9.03\times10^{-5}\) eV, which is 4% below the formula. Most of this gap comes from two terms the formula omits: the next multipole of N\(_2\), the hexadecapole, and, to a smaller extent, exchange.

The argument is not special to d waves. For a \(\sigma_g\) electron with \(l=0\), \(T=3a/2\), while the density at the molecule scales as \(a^{3/2}\). The threshold is again zero.

### What the Hartree–Fock numbers show

Put a spin-up electron into a virtual orbital \(v\) of the closed-shell neutral and keep all other orbitals frozen. It gains its one-electron energy, repels both electrons in each occupied orbital \(j\), and exchanges with the one of equal spin:

\[
\Delta E_{\rm frozen}=h_{vv}+\sum_j(2J_{vj}-K_{vj})=\varepsilon_v .
\]

This is the virtual orbital energy. The lowest \(\varepsilon_v\) cannot exceed the energy of a single diffuse d function in the same field, which tends to zero as shown above. Relaxing all orbitals lowers the anion further, so the Hartree–Fock \(\Delta E\) cannot stay above zero. The lower bound of the previous section does not exclude a negative \(\Delta E\), because the Hartree–Fock energy of the neutral lies above \(E_N\). That \(\Delta E\) approaches zero from above here is a numerical result, shown in the table below.

For comparison, consider a free electron described by the added d Gaussians alone. The overlap integral of two of them scales as \((a_i+a_j)^{-7/2}\), and normalization contributes \((2a_i)^{7/4}(2a_j)^{7/4}\). Thus

\[
S_{ij}=\left(\frac{2\sqrt{a_ia_j}}{a_i+a_j}\right)^{7/2}.
\]

Acting on function \(j\), the kinetic operator gives \(7a_j-2a_j^2r^2\). The matrix element of \(r^2\) is \(7S_{ij}/[2(a_i+a_j)]\), so

\[
T_{ij}=\left[7a_j-\frac{7a_j^2}{a_i+a_j}\right]S_{ij}
=\frac{7a_ia_j}{a_i+a_j}\,S_{ij}.
\]

These matrices contain no information about N\(_2\). I added d shells at the bond centre to aug-cc-pVDZ, starting at \(a=0.032\) bohr\(^{-2}\) and halving the exponent each time. Energies are in eV; the radius is the rms radius of the frozen orbital.

| Added shells | Relaxed \(\Delta E\) | Free electron | Radius (Å) |
|---|---:|---:|---:|
| 0 | 2.773 | – | 2.2 |
| 2 | 1.240 | 1.337 | 6.4 |
| 4 | 0.3105 | 0.3135 | 12.9 |
| 6 | 0.0775 | 0.0776 | 25.7 |
| 8 | 0.0194 | 0.0194 | 51.5 |

With eight shells, the anion calculation reproduces the free-electron energy to about 2 parts in \(10^5\). This closeness is partly accidental, because the small difference changes sign near this point; with ten shells and frozen orbitals it is 1 part in \(10^4\). The smallest exponent is then 0.00025 bohr\(^{-2}\). One such Gaussian alone would give \(0.0952/4=0.0238\) eV; mixing it with the others lowers this to 0.0194 eV. The number describes the basis, not an N\(_2^-\) state.

The frozen orbital confirms this. Its kinetic energy is also 0.0194 eV, and its weight on the compact \(\pi^*\) orbital of the cc-pVDZ calculation is \(6\times10^{-9}\). In plain aug-cc-pVDZ that weight was 0.66, and relaxation of the anion raises it to 0.90. The state behind your 2.77 eV is therefore still mostly compact, but its energy is not converged: two more diffuse shells take the lowest root down to 1.24 eV, past the measured value. The closeness of 2.77 eV to 2.3 eV is no evidence of convergence.

The compact orbital has not disappeared. Its mean energy is \(\sum_kw_k\varepsilon_k\), where \(w_k\) is its weight on virtual orbital \(k\). This is 4.57 eV in the largest ladder basis, against 4.75 eV in cc-pVDZ. Its strength has moved to higher roots, with the largest share, 0.59, on a root at 3.67 eV. The mean is not the resonance energy either, because it leaves out the orbital's coupling to everything else: other compact functions as well as the outgoing wave.

### How to find the resonance

A resonance is a solution with a purely outgoing wave and a complex energy \(E_r-i\Gamma/2\). I computed it in two ways for an electron in the frozen Hartree–Fock field of N\(_2\), the static-exchange model.

The first way makes the outgoing wave decay. Outside \(r_0=3.175\) Å, replace \(r\) by a smooth complex path \(F(r)\) whose derivative \(q=F'\) goes from 1 to \(e^{i\theta}\). A free d wave has the energy functional \(\int[\frac12(u')^2+3u^2/r^2]\,dr\). On the new path, \(dF=q\,dr\) and \(du/dF=q^{-1}du/dr\). Setting \(\chi=\sqrt q\,u(F)\) keeps the norm as \(\int\chi^2dr\), without complex conjugation, and gives

\[
\int\left\{\frac{1}{2q}\left[\frac{d}{dr}\frac{\chi}{\sqrt q}\right]^2+\frac{3\chi^2}{F^2}\right\}dr .
\]

Only the free d-wave part is moved to the new path. The weak tail of the molecular field and the small waves with \(l\ge4\) are left unscaled outside \(r_0\), which is an approximation. The resonance is the complex root that hardly moves with \(\theta\). Between 25° and 35°, its position changes from 3.723 to 3.735 eV and its width from 1.172 to 1.179 eV.

The second way keeps energies real. A soft wall outside \(r_0\) confines the electron, and changing its strength changes the eigenvalue \(E=k^2/2\). Outside \(r_0\) I approximate the electron as a d wave that feels only the wall. Integrating this outer equation inward gives the logarithmic derivative \(L=u'/u\) at \(r_0\). Without the wall, the outer wave at that energy would be \(f-g\tan\delta\), with \(f=kr\,j_2(kr)\) and \(g=kr\,y_2(kr)\). Matching \(L\) gives

\[
\tan\delta=\frac{Lf-f'}{Lg-g'} .
\]

I fitted \(k^5\cot\delta\) by a cubic polynomial in \(E\), using 33 energies between 2 and 6.5 eV. The scattering factor is \(e^{2i\delta}=(\cot\delta+i)/(\cot\delta-i)\), so its pole lies at \(\cot\delta=i\). Near a narrow resonance \(\cot\delta\approx2(E_r-E)/\Gamma\), which puts the pole at \(E_r-i\Gamma/2\), with the correct sign.

| Method | \(E_r\) (eV) | \(\Gamma\) (eV) |
|---|---:|---:|
| Complex path | 3.74 | 1.18 |
| Phase shifts | 3.73 | 1.18 |

The two methods share the same basis and Fock matrix, and both simplify the molecular tail and the higher waves outside \(r_0\). Their agreement checks the two ways of handling the outgoing d wave. It does not test the shared basis, the shared simplifications or the accuracy of static exchange for real N\(_2\). Replacing aug-cc-pVDZ by aug-cc-pVTZ raises both the position and the width by about 0.01 eV, so the last digit in the table depends on the basis. The width corresponds to a lifetime \(\hbar/\Gamma\) of 0.56 fs.

### What this means for your plasma model

The static-exchange position is about 1.4 eV above the rough measured value. The model omits the response of the target electrons and their correlation. For the compact cc-pVDZ anion, orbital relaxation alone lowers the energy by 1.0 eV (1.1 eV in cc-pVTZ). That shows the scale of the omission, but it is not a correction to subtract from 3.74 eV. The nuclei also move: the zero-point rms change of the bond length is 0.031 Å from the Hartree–Fock curvature (0.032 Å from the measured vibrational frequency), which spreads the cc-pVDZ \(\pi^*\) energy by about 0.44 eV (0.42 eV in cc-pVTZ with its own curvature). A collision model needs a treatment that includes these effects.

The isolated-molecule assumption matters for the spurious limit. At 10 mTorr and 300 K, a rough low-pressure processing condition, the mean molecular spacing is about 1460 Å. The last orbital in the table has a radius of 3.5% of this. At 760 Torr and the same temperature, the density is 76,000 times higher and the spacing falls to about 34 Å, less than the orbital's 51 Å. An isolated N\(_2\) plus such an electron would then no longer describe the gas.

### When the argument changes

If the anion is bound, a variational calculation that describes correlation well enough converges to a real state below \(E_N\), and diffuse functions help to describe it. Hartree–Fock can miss the binding: in aug-cc-pVDZ it puts O\(^-\) 0.52 eV above O, whereas CCSD(T) puts it 1.19 eV below. In such a case the lowest Hartree–Fock root can still escape to a free electron. If the basis is confined to a finite region, the root stops at an energy set partly by that confinement. The lower bound holds for variational energies of the exact Hamiltonian; a non-variational correlation method does not inherit it, although diffuse functions still offer the electron the same way out.

For an unbound anion, inspect the radius, the kinetic energy and the compact-orbital weight of the root before giving its energy a meaning. If the radius grows and the energy follows the smallest exponent, stop extrapolating and use a method with outgoing waves or scattering phase shifts. The numerical output below gives the values behind the tables.

## Calculated quantities

```
N2 bond length: 1.10 angstrom
Ladder: energies in eV, rms radius in angstrom, a_min in bohr^-2
basis          a_min    frozen  relaxed   free   kinetic  radius  valence_wt
cc-pvdz              -   4.7464   3.7452        -  48.1960    1.19   1.00e+00
aug-cc-pvdz          -   3.3699   2.7732        -  25.3949    2.21   6.63e-01
aug-cc-pvdz+2d 0.01600   1.2396   1.2395   1.3370   1.3947    6.35   7.39e-03
aug-cc-pvdz+4d 0.00400   0.3105   0.3105   0.3135   0.3110   12.85   4.83e-05
aug-cc-pvdz+6d 0.00100   0.0775   0.0775   0.0776   0.0775   25.73   4.65e-07
aug-cc-pvdz+8d 0.00025   0.0194   0.0194   0.0194   0.0194   51.46   5.97e-09
Ratio relaxed/free in last basis: 1.00002
Mean energy of valence pi* in last basis: 4.572 eV
N2 quadrupole (RHF): -0.9001 atomic units
Single d function, exponent: 0.00100 bohr^-2
  kinetic energy: 0.095240 eV
  interaction with N2, computed: 9.027e-05 eV
  interaction with N2, quadrupole formula: 9.417e-05 eV
Scaling angle (degrees), E_r and Gamma (eV):
  20    3.699    1.145
  25    3.723    1.172
  30    3.732    1.178
  35    3.735    1.179
Onset r0: 3.175 angstrom; best angle: 38 degrees
Complex scaling: E_r = 3.736 eV, Gamma = 1.178 eV
Phase shifts: E_r = 3.729 eV, Gamma = 1.183 eV
Phase samples: 33; rms misfit: 0.0013 rad
Lifetime hbar/Gamma: 0.559 fs
Relaxation of compact anion, cc-pVDZ: 1.001 eV
Zero-point rms bond change: 0.0307 angstrom
Resulting pi* energy spread: 0.443 eV
Gas: 10 mTorr, 300 K
Molecular spacing: 1459.2 angstrom
Last electron radius/spacing: 0.0353
d-Gaussian energy at radius = spacing: 2.192e-05 eV
```
